# Inversion left after a Q-switched pulse from three times threshold

**Question**

I am working on an exercise about a Q-switched laser. The cavity loss is held high while the gain medium is pumped, then dropped suddenly. At that moment the inversion is three times the threshold value of the open cavity. Pumping and carrier decay are to be neglected during the pulse. I have to find the inversion left afterwards and show that about 94 percent has been extracted.

My reasoning was that gain exceeds loss only above threshold, so the pulse should stop when the inversion reaches threshold. That leaves one third and extracts 67 percent, not 94. I also tried to solve the two rate equations as functions of time, but they are coupled and nonlinear and I got nowhere. Where is the mistake, and how does one get the final inversion without the full time dependence? I would also like to know whether the 94 percent would survive in a semiconductor laser, say a III-V gain section on silicon, where carriers live for only about a nanosecond.

**Answer**

At threshold the light stops growing, but it does not vanish. The cavity is then at its fullest, and the photons in it go on stimulating emission while they leak away. This second half of the pulse takes the inversion well below threshold. The final value follows from dividing one rate equation by the other, which removes time.

**The rate equations**

In a semiconductor the inversion is the carrier density above transparency, $n=N-N_{\rm tr}$, where $N$ is the total carrier density and $N_{\rm tr}$ is the density at which gain and absorption balance. I take one cavity mode, a uniform field and inversion, gain proportional to $n$, and an instantaneous switch.

Let $\phi$ be the number of photons in the mode divided by the volume of the active material. With this choice, one stimulated emission raises $\phi$ by the same amount as it lowers $n$. Then

$$\frac{dn}{dt}=-Bn\phi,\qquad \frac{d\phi}{dt}=Bn\phi-\frac{\phi}{\tau_p}.$$

Here $\tau_p$ is the photon lifetime in the open cavity, and $B=\Gamma v_g a$. The confinement factor $\Gamma$ is the fraction of the mode in the active material, $v_g$ is the group velocity, and $a$ is the gain per unit length per unit inversion density.

Threshold is the inversion at which the photon number neither grows nor decays. Setting $Bn_t-1/\tau_p=0$ gives

$$n_t=\frac{1}{B\tau_p}.$$

Write the starting inversion as $n_i=rn_t$, with $r=3$ in your problem.

**Removing time**

While $\phi>0$, the inversion falls strictly, so $n$ can replace $t$ as the independent variable. Dividing the second equation by the first,

$$\frac{d\phi}{dn}=\frac{Bn\phi-\phi/\tau_p}{-Bn\phi}=-1+\frac{1}{B\tau_p n}=-1+\frac{n_t}{n}.$$

The photon density has cancelled from the right side, which is why the problem becomes easy. Integrate from the start, where $n=n_i$ and $\phi=\phi_0$, a small seed from spontaneous emission:

$$\phi-\phi_0=-(n-n_i)+n_t\ln\frac{n}{n_i}.$$

Since $\ln(n/n_i)=-\ln(n_i/n)$, this is

$$\phi(n)=\phi_0+n_i-n-n_t\ln\frac{n_i}{n}.$$

The term $n_i-n$ counts the photons emitted so far. The logarithm counts those already lost from the cavity. A seed is needed to start the pulse, because with $\phi=0$ these equations stay at rest, but its size can be neglected in the balance, as shown below.

**Where 67 percent belongs**

The derivative $d\phi/dn$ vanishes at $n=n_t$. That is the peak of the pulse, with

$$\phi_{\rm peak}=n_t(r-1-\ln r).$$

For $r=3$, an amount $2n_t$ has been extracted by then. Of the photons produced, $n_t\ln3=1.10\,n_t$ have been lost and $0.90\,n_t$ are still in the cavity. Your 67 percent is therefore the extraction at the peak, not at the end.

**The final inversion**

At the end $\phi$ has returned to zero. Neglecting $\phi_0$,

$$n_i-n_f=n_t\ln\frac{n_i}{n_f}.$$

Set $x=n_f/n_i$ and divide by $n_t$. The left side becomes $r(1-x)$ and the right side becomes $\ln(1/x)=-\ln x$. Hence

$$h(x)\equiv r(1-x)+\ln x=0,\qquad\text{or}\qquad x=e^{-r(1-x)}.$$

One solution is $x=1$, the state before the pulse. To find the others, look at

$$h'(x)=-r+\frac1x.$$

For $r>1$, $h$ rises from $-\infty$ at $x\to0$ up to its maximum at $x=1/r$, then falls to $h(1)=0$. The maximum must therefore be positive, and there is one other root, below $1/r$. In terms of inversion, $n_f<n_t$.

Between the two roots $h$ is positive, and $h$ is just $\phi/n_t$ without the seed. The light therefore cannot die out at an intermediate inversion. Near the lower root the relative rate of change of the photon density, $(1/\phi)\,d\phi/dt$, is

$$Bn_f-\frac1{\tau_p}=-\frac{1-rx}{\tau_p}<0,$$

so the pulse really does decay there.

**Numbers for three times threshold**

Solve $x=e^{-3(1-x)}$ by repeated substitution, starting from zero:

$$0,\;0.0498,\;0.0578,\;0.0592,\;0.0595,\;0.0595.$$

The right side increases with $x$, so the sequence rises and cannot pass the lower root. Near that root its slope is $rx=0.18$, so each step reduces the remaining error to about 18 percent of its previous size.

The answer can also be bracketed with a calculator:

$$h(0.059)=2.823-2.8302=-0.0072,$$

$$h(0.060)=2.820-2.8134=+0.0066.$$

The root lies between these values, so the extracted fraction lies between 94.0 and 94.1 percent. The result is

$$n_f=0.0595\,n_i=0.179\,n_t,\qquad 1-x=0.940.$$

The seed changes this very little. Near the end $d\phi/dn=-1+1/0.179=4.6$, so a seed $\phi_0$ lowers $n_f$ by about $\phi_0/4.6$. This is negligible when $\phi_0\ll n_t$.

**Two limits and a second type of laser**

Just above threshold, let $y=1-x$ be the extracted fraction. The end condition is $ry=-\ln(1-y)=y+y^2/2+\dots$. Dividing by $y$ gives $r-1=y/2+\dots$, so $y\approx2(r-1)$. To this order the inversion ends as far below threshold as it began above it.

Far above threshold $x$ is small, and $x=e^{-r}e^{rx}\approx e^{-r}$. For $r=3$ this gives 0.050, which is about 16 percent below the true residual of 0.0595.

In an ideal three-level laser each emission lowers the inversion by two, because the upper level loses one atom and the ground level gains one. The first rate equation becomes $dn/dt=-2Bn\phi$, and

$$\frac{d\phi}{dn}=\frac12\left(-1+\frac{n_t}{n}\right).$$

At the same $n_i$ and $n_t$, the photon density is halved at every $n$, but its zeros do not move. The residual inversion is unchanged.

**A III-V laser on silicon**

Take rough typical values for a quantum-well gain section on silicon: wavelength 1550 nm, group index 3.8, $\Gamma=0.05$, $a=5\times10^{-16}$ cm², and $N_{\rm tr}=1.5\times10^{18}$ cm⁻³. Let the open cavity have 5 cm⁻¹ of internal loss and 5 cm⁻¹ of mirror loss, a total of $\alpha=10$ cm⁻¹. The active region is 250 µm long, 2 µm wide and 0.05 µm thick, with volume $V=2.5\times10^{-11}$ cm³.

The group velocity is $7.89\times10^9$ cm/s, so

$$\tau_p=\frac1{v_g\alpha}=12.7\ \text{ps},\qquad n_t=\frac{\alpha}{\Gamma a}=\frac{10}{0.05\times5\times10^{-16}}=4.0\times10^{17}\ \text{cm}^{-3}.$$

The inversion starts at $n_i=1.2\times10^{18}$ cm⁻³ and ends at $0.0595\,n_i=7.1\times10^{16}$ cm⁻³. Before switching, the closed cavity must have a loss above $\Gamma an_i=30$ cm⁻¹, or it would lase too early.

The total carrier density starts at $2.7\times10^{18}$ cm⁻³. The pulse removes $1.13\times10^{18}$ cm⁻³, which is 94 percent of the inversion but 42 percent of all carriers. The carriers needed for transparency stay behind. "Three times threshold" likewise refers to inversion here: the total carrier density is only $2.7/1.9=1.4$ times its threshold value.

Extraction is also not output efficiency. Adding the rate equations gives $d(n+\phi)/dt=-\phi/\tau_p$, so, apart from the seed, the photons lost from the cavity equal the inversion removed. Half of them leave through the mirror, since mirror loss is half the total. With photon energy $1.28\times10^{-19}$ J, the output energy is

$$\tfrac12(1.13\times10^{18})(2.5\times10^{-11})(1.28\times10^{-19})=1.8\times10^{-12}\ \text{J}=1.8\ \text{pJ}.$$

The peak output power is $\tfrac12\phi_{\rm peak}Vh\nu/\tau_p=46$ mW, where $h\nu$ is the photon energy. For the width, $dt=-dn/(Bn\phi)$ can be integrated numerically between the two inversions at which $\phi=\phi_{\rm peak}/2$. This gives a full width at half maximum of 34 ps.

**Does 94 percent survive?**

A pulse of 34 ps is short compared with a carrier lifetime $\tau_c=1$ ns, but the residual is a small number and is sensitive to small additions. Suppose the pump stays on at the rate that held $N_i$ before switching. Pumping and decay together then add

$$\frac{N_i-N}{\tau_c}=\frac{n_i-n}{\tau_c}$$

to $dn/dt$. The inversion now passes through a minimum and recovers, so "left after the pulse" has to mean that minimum.

A second correction is gain compression: the gain falls at high photon density. I model it by dividing $Bn\phi$ in both equations by $1+\varepsilon\Gamma\phi$, with a rough $\varepsilon=10^{-17}$ cm³. At the ideal peak $\varepsilon\Gamma\phi=0.18$. The slope becomes

$$\frac{d\phi}{dn}=-1+(1+\varepsilon\Gamma\phi)\frac{n_t}{n}.$$

More photons are lost for each carrier removed, so the pulse ends at a higher inversion.

Third, quantum-well gain flattens with carrier density. Replace $n$ in the gain by $n_t\ln(1+n/N_{\rm tr})/\ln(1+n_t/N_{\rm tr})$, which agrees with the linear law at transparency and at threshold. The initial gain drops from 3 to 2.49 times threshold gain, so fewer photons build up. Below threshold, however, the curved gain lies above the straight line, so those photons extract more efficiently. The two effects nearly cancel in this example.

I integrated these modified equations numerically from a seed of one photon, keeping the other parameters fixed:

| Model | $n_{\min}/n_i$ |
|---|---:|
| Ideal | 0.060 |
| Pump on, with decay | 0.090 |
| Gain compression | 0.082 |
| Logarithmic gain | 0.059 |
| All three changes | 0.117 |

With all three changes, the inversion falls by about 88 percent instead of 94. The residual has nearly doubled, although the fall has changed by only six percentage points. The table assumes a constant carrier lifetime. At these densities recombination in a 1550 nm well rises faster than $N$, so it drops more steeply once carriers are removed and the pump refills the inversion faster. With a recombination rate proportional to $N^2$ or $N^3$, still equal to $N_i/\tau_c$ at $N_i$, the pump-on row becomes 0.100 or 0.106 and the last row 0.131 or 0.138.

The pump must also stay on while the pulse builds up. From one photon, the ideal pulse takes 114 ps to reach its peak. If the pump were cut at switching, decay over that time would remove about

$$N_i\left(1-e^{-114/1000}\right)=2.9\times10^{17}\ \text{cm}^{-3},$$

or 24 percent of the initial inversion. The pulse would then start from nearer 2.3 than 3 times threshold. This is an estimate, because the decay also slows the growth and lengthens the delay. Integrating the equations with the pump cut puts the peak at 137 ps, with the height of an ideal pulse started at about 2.2 times threshold.

The slow variation of the light along the cavity matters little here. To test it, I replaced the uniform field by two counter-running waves on a grid of 50 cells, adding their intensities and taking the cavity to be as long as the active region, $L=0.025$ cm. One mirror is perfect and the other has reflectivity $e^{-2\times5\times0.025}=0.78$, which corresponds to the stated mirror loss of 5 cm⁻¹. The average residual was still 0.060. That is a result for this short cavity, not a general rule.

Adding intensities leaves out the standing-wave pattern formed by the two waves. Carriers at its nodes see almost no light and must diffuse to be used. If the pattern is included in the ideal model, with a refractive index of 3.3, the average residual is about 0.07 for diffusion coefficients of 5 to 10 cm²/s. Without diffusion it would be 0.30. The table does not include this effect. Adding it to all three changes, with the same diffusion coefficients, raises the residual from 0.117 to between 0.12 and 0.13 if the compression follows the intensity averaged along the cavity, and to between 0.13 and 0.14 if it follows the local intensity of the pattern.

Two-photon absorption in silicon is small too. The peak intensity in the mode is $\Gamma\phi_{\rm peak}h\nu v_g=1.8\times10^7$ W/cm². With a rough coefficient of 0.7 cm/GW, the added loss is 0.013 cm⁻¹, against 10 cm⁻¹ already present.

These are model results, not measurements. A total loss of 10 cm⁻¹ describes a low-loss cavity. Since $\Gamma\phi_{\rm peak}=(\alpha/a)(r-1-\ln r)$, a lossier cavity at the same $r$ and $a$ has a higher photon density and stronger compression. The estimates also leave out heating, carrier-dependent loss, absorption in the III-V layers at high intensity, and the finite speed of the switch, which should be fully open before the pulse starts to use up the inversion.

For your exercise, with pumping and decay neglected and gain linear, the answer is $n_f=0.0595\,n_i$. For this semiconductor example, the parameters above give a fall of 86 to 88 percent once the standing-wave pattern is included and the carrier lifetime is held constant. With recombination proportional to $N^3$, local compression and a diffusion coefficient of 5 cm²/s, the fall is about 84 percent. The figure depends on the rough value of $\varepsilon$: tripling it lowers the table's 88 percent to 84.
